# Thickness expansion of a free laminate with stiff, zero-expansion layers

## Problem

A flat laminate consists of many bonded layers of two isotropic, linearly elastic materials. The compliant layers fill a fraction $f=0.8$ of the thickness. They have Young's modulus $E_c$, Poisson ratio $\nu_c=1/3$ and linear thermal expansion coefficient $\alpha$. The other layers fill the fraction $1-f=0.2$, have constants $E_s,\nu_s$, and do not expand when heated. The stack is symmetric about its midplane, so that it stays flat. It is stress-free at first, is then heated uniformly by $\Delta T$, and no outside force acts on it.

Let $a=\alpha\,\Delta T$ be the strain of a free piece of the compliant material, and let $R$ be the thickness strain of the whole laminate divided by $a$. Thus $R$ compares the laminate with a free compliant slab of the same total thickness.

(a) Find $R$ when the non-expanding layers are very stiff, and say what "very stiff" means.

(b) Evaluate $R$ for a stack 4000 nm thick, heated by 40 K, made of a glassy polymer (3 GPa, 1/3, 60 ppm/K) and silica (72 GPa, 0.17, expansion set to zero). The stack has four polymer layers of 800 nm, separated by three silica layers of 200 nm, and a silica layer of 100 nm on each face.

## First estimate by scaling

The compliant layers want to expand by $a$ in all three directions. Very stiff layers forbid the two in-plane expansions. Treat these two directions as independent. Pushing the material back by $a$ along one of them takes a compressive stress of about $E_c a$, which makes the layer thicker by $\nu_c a$. Two directions give $2\nu_c a$, so the thickness strain of a compliant layer is about $a(1+2\nu_c)$. The stiff layers contribute nothing, and

$$R\approx f(1+2\nu_c)=0.8\times 1.667=1.33 .$$

The same reasoning says when the stiff layers are stiff enough. Per unit thickness of the stack, the compliant layers push outward with a force of about $fE_ca$. The stiff layers carry it with a strain of about

$$e\approx\frac{fE_c}{(1-f)E_s}\,a .$$

This must be small compared with $a$. For the polymer and silica it is $0.8\times3/(0.2\times72)=0.167$ of $a$, which is only moderately small.

## Exact solution

The solution below is exact for small strains in a very wide laminate, away from its edges.

**Strains and stresses.** Tension is counted positive, $z$ is the thickness direction, and $i=c,s$ labels the material. Away from the edges, bonding forces all layers to share the same in-plane strain. It does not vary with $z$, because the stack does not bend, and it has the same value $e$ in both in-plane directions, because the materials are isotropic. The stresses then depend on $z$ alone, and equilibrium reduces to $d\sigma_z/dz=0$. Since $\sigma_z$ vanishes on the free faces, it vanishes in every layer.

Let $a_i$ be the free thermal strain, so $a_c=a$ and $a_s=0$. With equal in-plane stresses $\sigma_i$ and $\sigma_z=0$, Hooke's law in the plane reads

$$e=a_i+\frac{\sigma_i-\nu_i\sigma_i}{E_i}
\quad\Rightarrow\quad
\sigma_i=M_i(e-a_i),\qquad M_i=\frac{E_i}{1-\nu_i}.$$

Here $M_i$ is the biaxial modulus. Both in-plane stresses contribute to the thickness strain:

$$\varepsilon_i=a_i-\frac{2\nu_i\sigma_i}{E_i}
=a_i-\frac{2\nu_i}{1-\nu_i}(e-a_i)
=\frac{(1+\nu_i)a_i-2\nu_i e}{1-\nu_i}.$$

The last form follows from $(1-\nu_i)a_i+2\nu_i a_i=(1+\nu_i)a_i$.

**Average over the thickness.** The laminate's thickness strain is $f\varepsilon_c+(1-f)\varepsilon_s$. Dividing by $a$ gives

$$R=f\,\frac{1+\nu_c}{1-\nu_c}-A\,\frac{e}{a},\qquad
A=\frac{2f\nu_c}{1-\nu_c}+\frac{2(1-f)\nu_s}{1-\nu_s}. \tag{1}$$

Zero net force has not been used yet, so (1) holds for any common strain $e$.

**Common strain.** Nothing pulls on a free laminate, so in a wide body the in-plane forces of the layers cancel:

$$fM_c(e-a)+(1-f)M_s e=0 .$$

Collecting the terms in $e$ and dividing by $(1-f)M_s$ gives

$$\frac{e}{a}=\frac{r}{1+r},\qquad r=\frac{fM_c}{(1-f)M_s}. \tag{2}$$

**Part (a).** "Very stiff" means $r\ll1$. Then $e/a\to0$ and

$$R\to f\,\frac{1+\nu_c}{1-\nu_c}=0.8\times\frac{4/3}{2/3}=0.8\times2=1.6 .$$

The laminate expands through its thickness 1.6 times as much as the unconstrained compliant material. Because $(1+\nu_c)/(1-\nu_c)=1+2\nu_c/(1-\nu_c)$, this number has two equal parts. The free expansion of the compliant layers gives 0.8, and the Poisson effect of their blocked in-plane expansion gives another 0.8. Compared with the same amount of compliant material, instead of the same total thickness, the factor is 2.

The stress in the stiff layers does not vanish in this limit. Force balance gives $\sigma_s=-f\sigma_c/(1-f)\to fM_ca/(1-f)$, which is finite. Their strains vanish because this finite stress is divided by a large $E_s$.

**How stiff is enough.** For $R$ to lie within one percent of 1.6, the second term of (1) may be at most 0.016. With $\nu_s=0.17$, $A=0.882$, so $r/(1+r)=0.0181$ and $r=0.0185$. Then $M_s/M_c=4/0.0185\approx216$, and

$$\frac{E_s}{E_c}=\frac{M_s}{M_c}\,\frac{1-\nu_s}{1-\nu_c}\approx216\times\frac{0.83}{0.667}\approx270 .$$

**Other limits.** For $\nu_c\to0$ the stiff limit gives $R=f$, since squeezing the layers in the plane no longer thickens them. For $\nu_c\to1/2$ it gives $3f$: the elastic volume change vanishes, so the whole free volume expansion $3a$ appears in the thickness. In the stiff limit the laminate expands more than the free slab if $f>(1-\nu_c)/(1+\nu_c)$, which is $1/2$ for $\nu_c=1/3$. The stiff limit fails when the stiff layers are made too thin: at fixed moduli, $f\to1$ sends $r\to\infty$ and $e\to a$, and (1) returns $R\to1$, the free slab.

**Part (b).** The free strain is $a=60\times10^{-6}\times40=0.240\,\%$. The biaxial moduli are $M_c=3/(2/3)=4.50$ GPa and $M_s=72/0.83=86.75$ GPa. Hence

$$r=\frac{0.8\times4.50}{0.2\times86.75}=0.2075,\qquad \frac{e}{a}=\frac{0.2075}{1.2075}=0.172,$$

$$R=1.6-0.882\times0.172=1.45 .$$

The common in-plane strain is $0.041\,\%$. The polymer thickens by $2a-e=0.439\,\%$, and the silica, stretched in its plane, thins by $0.017\,\%$. The stresses are $-8.9$ MPa in the polymer and $+36$ MPa in the silica. They balance, since $0.8\times8.9\approx0.2\times36$ MPa. The stack grows by 13.9 nm, a free polymer slab of the same thickness by 9.6 nm, and a laminate in the stiff limit would grow by 15.4 nm.

**Edges.** A finite-element solution for a free disk of this stack, with radius 480 µm, gives $R=1.4485$ at the centre, against 1.4484 from (1) and (2). The displacement of the top face differs from its central value by more than one percent only within about 2 µm of the rim.

The rim has one effect that reaches the centre. Let $N_\rho$ and $N_\theta$ be the radial and hoop forces per unit length, summed over the layers, at distance $\rho$ from the axis. Equilibrium requires $d(\rho N_\rho)/d\rho=N_\theta$. In the interior both equal a constant $N$, and at the rim $N_\rho=0$. Integrating across the edge zone, from its inner boundary $\rho_0$ to the rim, gives

$$-\rho_0N=\int_{\rm edge}N_\theta\,d\rho .$$

The edge zone thus acts like a ring around the disk. In a wide disk its profile does not depend on the radius, so $N$ falls as 1/radius. The computed shift of the central in-plane strain is $-3.4\times10^{-5}a$ for a radius of 240 µm and $-1.7\times10^{-5}a$ for 480 µm; refining the mesh at the edge makes both about 6 % larger in magnitude, $-3.6\times10^{-5}a$ and $-1.8\times10^{-5}a$. The shift halves as expected and is negligible here.

## Comparison

In the stiff limit the estimate gives 1.33 and the exact solution 1.6, so the estimate is 17 % too low. The free part, 0.8, is the same in both. The Poisson part is $2f\nu_c$ in the estimate and $2f\nu_c/(1-\nu_c)$ in the solution, larger by a factor 1.5.

The missing factor comes from treating the two in-plane directions as independent. Pushing the layer back by $a$ along $x$ makes it expand by a further $\nu_ca$ along $y$. This must be pushed back too, which causes an expansion $\nu_c^2a$ along $x$, and so on. The total to be pushed back in each direction is

$$a(1+\nu_c+\nu_c^2+\dots)=\frac{a}{1-\nu_c}.$$

The estimate keeps the first term of this series and is therefore good for small $\nu_c$.

For the in-plane strain of the polymer and silica stack the estimate, $0.167a$, lies close to the exact $0.172a$, but only because two errors nearly cancel. Using Young's moduli in place of biaxial moduli makes it too small by a factor 1.245. Leaving out the denominator $1+r$ makes it too large by a factor 1.21.

## The real case

The parameters are rough values for an epoxy-type polymer and for silica, a pairing of the kind used in transparent barrier coatings. The 200 nm silica layers are thick for such coatings. Thinner ones, at fixed polymer thickness, raise $r$ and move the stack further from its stiff limit $2f$. They also raise $f$, so $R$ does not fall at once: (1) and (2) give 1.50 for 100 nm layers, 1.44 for 50 nm and 1.29 for 20 nm (face layers half as thick). A coating is bonded to a substrate, so it is not a free laminate. On a thick, flat substrate the substrate sets $e$, and (1) still applies. If the substrate hardly expands, $e\approx0$ and $R\approx1.6$ whatever the stiffness of the layers. If it expands like the polymer, $e=a$ and $R=1.6-0.88=0.72$.

For the free stack, the neglected effects change $R=1.45$ as follows, each taken alone:

- If heating also dries the polymer and shrinks it by an assumed 0.05 %, the driving strain drops from 0.24 % to 0.19 %, and $R$, still referred to the thermal strain, falls by 0.30. The net expansion of a free slab that dries equally is reduced in the same proportion, so the ratio of the two is unaffected.
- If the polymer softens by 20 % at fixed bulk modulus, its Poisson ratio rises to 0.367 and $R$ rises by 0.13. This is an estimate that uses the softened constants for the whole heating step; if the softening is gradual and each increment of heating sees the constants of that moment, the rise is about half as large, 0.06.
- If the polymer expands 10 % more along the thickness than in the plane, $R$ falls by 0.06, now referred to the larger free thickness strain.
- Silica's own expansion, about 0.5 ppm/K, lowers $R$ by 0.004. Finite strain enters at a relative order of 0.4 %.

The polymer stress is about 0.11 of a rough yield stress of 80 MPa. The energy scale for cracking a silica layer of thickness $h$, $\sigma_s^2h/E_s\approx4\times10^{-3}$ J/m², is far below a rough toughness of 8 J/m². The compliant polymer beside a crack lets it open further, which raises the released energy by roughly a factor of ten in a shear-lag estimate, still far below the toughness. Both comparisons leave out stresses already present from deposition. For this heating step, $R$ is most sensitive to the polymer's Poisson ratio: between 0.30 and 0.40 it changes $R$ by $-0.09$ to $+0.20$. A deposited silica softer than bulk silica also matters; 50 GPa lowers $R$ by 0.05. Drying, where the silica layers let it happen, changes the thickness gain itself but not the ratio to an equally dried slab, and its size here is only assumed. The numerical output below lists the values used here and shows how $R$ approaches 1.6 as $E_s/E_c$ grows.

## Computed values

```
TITLE CASE (stiff limit)
R from symbolic energy minimum = 8/5 = 1.6000
compliant layer strain / free strain = 2.0000
free part of R = 0.8000, Poisson part = 0.8000
R against E_s/E_c (nu_s as for silica):
  E_s/E_c =    10: R = 1.3068
  E_s/E_c =   100: R = 1.5582
  E_s/E_c =  1000: R = 1.5956
  E_s/E_c = 10000: R = 1.5996
E_s/E_c for R 1 percent below limit = 270
EXAMPLE INPUTS (rough typical values)
polymer: E = 3.0 GPa, nu = 0.3333, alpha = 60 ppm/K
silica: E = 72.0 GPa, nu = 0.17, alpha set to 0
polymer fraction = 0.80, heating = 40 K
stack thickness = 4000 nm
EXAMPLE RESULTS
biaxial moduli: polymer 4.500 GPa, silica 86.75 GPa
stiffness ratio r = 0.2075, r/(1+r) = 0.1718
weight multiplying r/(1+r) in R = 0.8819
free polymer strain = 0.2400 percent
common in-plane strain = 0.0412 percent
polymer thickness strain = 0.4388 percent
silica thickness strain = -0.0169 percent
polymer in-plane stress = -8.94 MPa
silica in-plane stress = 35.78 MPa
R for polymer/silica = 1.4484
R at centre of finite-element disk = 1.4485
thickness gain, free polymer slab = 9.60 nm
thickness gain, polymer/silica stack = 13.91 nm
thickness gain, stiff limit = 15.36 nm
NEGLECTED EFFECTS (changes of R from the polymer/silica value)
finite stiffness, against 1.6 limit: -0.1516
silica expansion 0.5 ppm/K: -0.0037
polymer E down 20 percent, fixed bulk modulus 3.00 GPa:
  nu becomes 0.3667, change +0.1279
polymer alpha 10 percent larger along thickness: -0.0589
  (R then refers to the larger free thickness strain)
drying shrinkage 0.05 percent: -0.3018
finite strain, relative order = 0.44 percent
polymer stress / rough yield stress 80 MPa = 0.112
silica crack energy scale = 3.56e-03 J/m2
rough silica toughness = 8 J/m2
edge zone (1 percent in thickness gain) = 2.0 um
in-plane strain shift at disk centre / free polymer strain:
  disk radius 240 um: -3.43e-05
  disk radius 480 um: -1.71e-05
ratio of the two shifts (1/radius law: 2) = 2.000
```
